# Slab-truncated Coulomb kernel with cutoff at half the cell height: a program that tests the result

```python
"""
Result under test: the Coulomb interaction 1/r cut to |z| < L/2 has the transform
    v(G) = (4 pi/G^2) [1 - exp(-Gp L/2) cos(Gz L/2)],   Gz = 2 pi n/L,
for in-plane wavevector Gp > 0. For Gp = 0, after removal of a constant potential,
    v(0,Gz) = (4 pi/Gz^2) [1 - cos(Gz L/2)]  and  v(0,0) = -pi L^2/2.
Symbols: L cell height, R cutoff in z, A in-plane cell area, p dipole per cell.
Hartree atomic units. The model layer is a square lattice of Gaussian charges
+1 and -1, of standard deviation WIDTH, separated by SEPARATION along z.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, j0, jn_zeros

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LATTICE = 6.0
AREA = LATTICE**2
WIDTH = 0.5
SEPARATION = 4.0
HEIGHT = 20.0
CHARGES = np.array([1.0, -1.0])
POSITIONS = np.array([SEPARATION / 2, -SEPARATION / 2])
DIPOLE = float(np.sum(CHARGES * POSITIONS))
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
BESSEL_ZEROS = jn_zeros(0, 40)


def slab_kernel(gp, gz, height):
    """Derived kernel for a cutoff at half the cell height."""
    g2 = gp**2 + gz**2
    is_zero = g2 < 1e-14
    value = (4 * np.pi / np.where(is_zero, 1.0, g2)
             * (1 - np.exp(-gp * height / 2) * np.cos(gz * height / 2)))
    return np.where(is_zero, -np.pi * height**2 / 2, value)


def periodic_kernel(gp, gz, height):
    """Ordinary three-dimensional periodic kernel, G = 0 omitted."""
    g2 = gp**2 + gz**2
    is_zero = g2 < 1e-14
    return np.where(is_zero, 0.0, 4 * np.pi / np.where(is_zero, 1.0, g2))


def general_cutoff_kernel(gp, gz, cutoff):
    """Derived kernel for any cutoff in z, Gp > 0."""
    bracket = gz / gp * np.sin(gz * cutoff) - np.cos(gz * cutoff)
    return 4 * np.pi / (gp**2 + gz**2) * (1 + np.exp(-gp * cutoff) * bracket)


def inplane_transform(gp, z):
    """In-plane transform of 1/r at height z, by quadrature.

    The variable is the distance u = sqrt(rho^2 + z^2), so rho d(rho)/u = du.
    Pieces between Bessel zeros alternate; repeated averaging sums them.
    """
    edges = np.sqrt((np.concatenate(([0.0], BESSEL_ZEROS)) / gp)**2 + z**2)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    u = middle[:, None] + half[:, None] * NODES
    rho = np.sqrt(np.maximum(u**2 - z**2, 0.0))
    partial = np.cumsum(half * (j0(gp * rho) @ WEIGHTS))[10:]
    while len(partial) > 1:
        partial = (partial[1:] + partial[:-1]) / 2
    return 2 * np.pi * partial[0]


def regularized_plane(z):
    """Integral of 1/r over a plane minus the same integral at z = 0."""
    def integrand(rho):
        s = np.sqrt(rho**2 + z**2)
        return -z**2 / (s * (s + rho))      # equals rho/s - 1, without cancellation
    return 2 * np.pi * quad(integrand, 0, np.inf, epsabs=1e-10, limit=300)[0]


def window_integral(function_values, z, weights, gz):
    """Transform of an even function over the symmetric window in z."""
    return 2 * np.sum(weights * function_values * np.cos(gz * z))


def half_window(cutoff):
    return cutoff * (NODES + 1) / 2, cutoff * WEIGHTS / 2


def cell_energy(kernel, height):
    """Electrostatic energy per cell from the reciprocal-space sum."""
    gmax = 7.0 / WIDTH
    n_plane = int(np.ceil(gmax * LATTICE / (2 * np.pi)))
    n_z = int(np.ceil(gmax * height / (2 * np.pi)))
    g_line = 2 * np.pi * np.arange(-n_plane, n_plane + 1) / LATTICE
    gz = 2 * np.pi * np.arange(-n_z, n_z + 1) / height
    gp = np.sqrt(g_line[:, None]**2 + g_line[None, :]**2)[:, :, None]
    structure = np.exp(-1j * np.outer(gz, POSITIONS)) @ CHARGES
    density2 = np.exp(-(gp**2 + gz**2) * WIDTH**2) * np.abs(structure)**2
    return np.sum(density2 * kernel(gp, gz, height)) / (2 * AREA * height)


def direct_energy(radius_cells):
    """Energy per cell of the isolated layer from a real-space lattice sum."""
    index = np.arange(-radius_cells, radius_cells + 1)
    r2 = (LATTICE**2 * (index[:, None]**2 + index[None, :]**2)).astype(float)
    radius = (radius_cells + 0.5) * LATTICE
    r2 = r2[(r2 > 0) & (r2 < radius**2)]

    def pair(distance):
        return erf(distance / (2 * WIDTH)) / distance

    energy = 1 / (WIDTH * np.sqrt(np.pi)) - pair(SEPARATION)
    energy += np.sum(pair(np.sqrt(r2)) - pair(np.sqrt(r2 + SEPARATION**2)))
    tail = 2 * np.pi / AREA * (np.sqrt(radius**2 + SEPARATION**2) - radius)
    return energy + tail


def planar_potential(z, charges, positions, height):
    """Plane-averaged potential from the slab kernel."""
    n_z = int(np.ceil(9.0 / WIDTH * height / (2 * np.pi)))
    gz = 2 * np.pi * np.arange(-n_z, n_z + 1) / height
    density = np.exp(-gz**2 * WIDTH**2 / 2) * (
        np.exp(-1j * np.outer(gz, positions)) @ charges)
    terms = density * slab_kernel(0.0, gz, height) * np.exp(1j * gz * z)
    return np.sum(terms).real / (AREA * height)


def planar_reference(z, charges, positions, fold_height=None):
    """Potential -2 pi |z - z'| summed over the charge in real space."""
    t = np.linspace(-8 * WIDTH, 8 * WIDTH, 16001)
    gauss = np.exp(-t**2 / (2 * WIDTH**2)) / (WIDTH * np.sqrt(2 * np.pi))
    total = 0.0
    for charge, position in zip(charges, positions):
        distance = np.abs(z - position - t)
        if fold_height is not None:
            distance = np.minimum(distance, fold_height - distance)
        total += charge * np.sum(gauss * distance) * (t[1] - t[0])
    return -2 * np.pi * total / AREA


# In-plane transform of 1/r against its exponential form.
g_first = 2 * np.pi / LATTICE
for gp in (0.3, g_first, np.sqrt(2) * g_first):
    for z in (0.1, 1.0, 4.0, 9.0):
        assert abs(inplane_transform(gp, z)
                   - 2 * np.pi * np.exp(-gp * z) / gp) < 1e-7

# Full kernel by double quadrature, for the cutoff L/2 and for another cutoff.
largest_kernel_error = 0.0
for cutoff in (0.5 * HEIGHT, 0.4 * HEIGHT):
    z_nodes, z_weights = half_window(cutoff)
    for gp in (0.3, g_first, np.sqrt(2) * g_first):
        values = np.array([inplane_transform(gp, z) for z in z_nodes])
        for n in range(5):
            gz = 2 * np.pi * n / HEIGHT
            numeric = window_integral(values, z_nodes, z_weights, gz)
            error = abs(numeric - general_cutoff_kernel(gp, gz, cutoff))
            if cutoff == 0.5 * HEIGHT:
                error = max(error, abs(numeric - slab_kernel(gp, gz, HEIGHT)))
            largest_kernel_error = max(largest_kernel_error, error)
assert largest_kernel_error < 1e-6

# Vanishing in-plane wavevector: constant removed in real space.
z_nodes, z_weights = half_window(HEIGHT / 2)
plane_values = np.array([regularized_plane(z) for z in z_nodes])
assert np.max(np.abs(plane_values + 2 * np.pi * z_nodes)) < 1e-7
zero_rows = []
for n in range(5):
    gz = 2 * np.pi * n / HEIGHT
    numeric = window_integral(plane_values, z_nodes, z_weights, gz)
    formula = float(slab_kernel(0.0, gz, HEIGHT))
    assert abs(numeric - formula) < 1e-5
    zero_rows.append((n, numeric, formula))

# The removed constant enters Gz = 0 alone only when the cutoff is L/2.
constant_half = [window_integral(1.0, z_nodes, z_weights, 2 * np.pi * n / HEIGHT)
                 for n in range(5)]
assert abs(constant_half[0] - HEIGHT) < 1e-10
assert max(abs(c) for c in constant_half[1:]) < 1e-10
z_other, w_other = half_window(0.4 * HEIGHT)
constant_other = window_integral(1.0, z_other, w_other, 2 * np.pi / HEIGHT)
assert abs(constant_other) > 1.0

# Finite part from the small-wavevector limit; the next term is of order gp.
gp_small = 1e-5
finite_part = float(slab_kernel(gp_small, 0.0, HEIGHT)) - 2 * np.pi * HEIGHT / gp_small
assert abs(finite_part + np.pi * HEIGHT**2 / 2) < 0.03

# Energy of the neutral dipolar layer.
reference = direct_energy(600)
assert abs(reference - direct_energy(400)) < 1e-7
energy_rows = []
for height in (6.0, 10.0, 12.0, 14.0, 16.0, 20.0, 24.0):
    energy_rows.append((height, cell_energy(slab_kernel, height),
                        cell_energy(periodic_kernel, height)))
for height, slab, periodic in energy_rows:
    if height >= 20:
        assert abs(slab - reference) < 1e-7
        predicted = 2 * np.pi * DIPOLE**2 / (AREA * height)
        assert abs(slab - periodic - predicted) < 1e-6
assert abs(energy_rows[0][1] - reference) > 0.1
slab_energy, periodic_energy = [(s, q) for h, s, q in energy_rows if h == HEIGHT][0]
dipole_term = 2 * np.pi * DIPOLE**2 / (AREA * HEIGHT)

# Potential inside and outside the region where the kernel is exact.
inside_top = planar_potential(5.0, CHARGES, POSITIONS, HEIGHT)
inside_bottom = planar_potential(-5.0, CHARGES, POSITIONS, HEIGHT)
step = inside_top - inside_bottom
step_formula = 4 * np.pi * DIPOLE / AREA
assert abs(step - step_formula) < 1e-6
outside = planar_potential(9.0, CHARGES, POSITIONS, HEIGHT)
outside_true = planar_reference(9.0, CHARGES, POSITIONS)
outside_folded = planar_reference(9.0, CHARGES, POSITIONS, HEIGHT)
assert abs(outside - outside_folded) < 1e-6
assert abs(outside - outside_true) > 0.1

# A charged layer tests the G = 0 value.
one_charge, one_position = np.array([1.0]), np.array([1.0])
charged = planar_potential(4.0, one_charge, one_position, HEIGHT)
charged_reference = planar_reference(4.0, one_charge, one_position)
assert abs(charged - charged_reference) < 1e-6
zero_component = float(slab_kernel(0.0, 0.0, HEIGHT)) / (AREA * HEIGHT)

print(f"lattice constant a = {LATTICE:.1f} bohr, area A = {AREA:.1f} bohr^2")
print(f"Gaussian width = {WIDTH:.1f} bohr, separation = {SEPARATION:.1f} bohr")
print(f"dipole per cell p = {DIPOLE:.1f} e bohr, main cell height L = {HEIGHT:.1f} bohr")
print(f"shortest nonzero G_par = {g_first:.6f} bohr^-1")
print(f"largest kernel error against quadrature = {largest_kernel_error:.1e} bohr^2")
print("kernel at shortest G_par: n, slab, ordinary (bohr^2)")
for n in range(4):
    gz = 2 * np.pi * n / HEIGHT
    print(f"  {n}  {float(slab_kernel(g_first, gz, HEIGHT)):.6f}"
          f"  {float(periodic_kernel(g_first, gz, HEIGHT)):.6f}")
print("kernel at G_par = 0: n, quadrature, formula (bohr^2)")
for n, numeric, formula in zero_rows:
    print(f"  {n}  {numeric + 0.0:.4f}  {formula:.4f}")
print(f"window transform of 1, n=1, R=0.5L: {abs(constant_half[1]):.1e} bohr")
print(f"window transform of 1, n=1, R=0.4L: {constant_other:.4f} bohr")
print(f"finite part at G_par = {gp_small:.0e} bohr^-1: {finite_part:.2f} bohr^2")
print(f"direct lattice-sum energy per cell = {reference:.7f} hartree")
print("L (bohr), slab energy, slab error, ordinary error (hartree)")
for height, slab, periodic in energy_rows:
    print(f"  {height:4.1f}  {slab:.7f}  {slab - reference:+.1e}"
          f"  {periodic - reference:+.6f}")
print(f"slab energy at L=20: {slab_energy:.6f} hartree = {slab_energy * HARTREE_EV:.4f} eV")
print(f"slab minus ordinary at L=20: {slab_energy - periodic_energy:.6f} hartree")
print(f"2 pi p^2/(A L) at L=20: {dipole_term:.6f} hartree")
print(f"potential at z=+5 bohr: {inside_top:.6f} hartree/e")
print(f"potential at z=-5 bohr: {inside_bottom:.6f} hartree/e")
print(f"potential step: {step:.6f} hartree/e = {step * HARTREE_EV:.4f} V")
print(f"4 pi p/A: {step_formula:.6f} hartree/e")
print(f"potential at z=9 bohr, slab kernel: {outside:.6f} hartree/e")
print(f"potential at z=9 bohr, folded distance: {outside_folded:.6f} hartree/e")
print(f"potential at z=9 bohr, isolated layer: {outside_true:.6f} hartree/e")
print("charged layer: charge +1 per cell at z=1 bohr, potential at z=4 bohr")
print(f"  slab kernel: {charged:.6f} hartree/e")
print(f"  direct integral: {charged_reference:.6f} hartree/e")
print(f"  part from G=0: {zero_component:.6f} hartree/e")
print("verified")
```

It prints:

```
lattice constant a = 6.0 bohr, area A = 36.0 bohr^2
Gaussian width = 0.5 bohr, separation = 4.0 bohr
dipole per cell p = 4.0 e bohr, main cell height L = 20.0 bohr
shortest nonzero G_par = 1.047198 bohr^-1
largest kernel error against quadrature = 8.3e-13 bohr^2
kernel at shortest G_par: n, slab, ordinary (bohr^2)
  0  11.458831  11.459156
  1  10.513285  10.512987
  2  8.425611  8.425850
  3  6.331205  6.331025
kernel at G_par = 0: n, quadrature, formula (bohr^2)
  0  -628.3185  -628.3185
  1  254.6479  254.6479
  2  -0.0000  0.0000
  3  28.2942  28.2942
  4  -0.0000  0.0000
window transform of 1, n=1, R=0.5L: 4.4e-16 bohr
window transform of 1, n=1, R=0.4L: 3.7420 bohr
finite part at G_par = 1e-05 bohr^-1: -628.30 bohr^2
direct lattice-sum energy per cell = 1.1649650 hartree
L (bohr), slab energy, slab error, ordinary error (hartree)
   6.0  0.7003662  -4.6e-01  -0.579645
  10.0  1.1560248  -8.9e-03  -0.280527
  12.0  1.1647932  -1.7e-04  -0.232863
  14.0  1.1649644  -5.9e-07  -0.199485
  16.0  1.1649650  -1.3e-09  -0.174535
  20.0  1.1649650  -1.0e-09  -0.139626
  24.0  1.1649650  -1.0e-09  -0.116355
slab energy at L=20: 1.164965 hartree = 31.7003 eV
slab minus ordinary at L=20: 0.139626 hartree
2 pi p^2/(A L) at L=20: 0.139626 hartree
potential at z=+5 bohr: 0.698132 hartree/e
potential at z=-5 bohr: -0.698132 hartree/e
potential step: 1.396263 hartree/e = 37.9943 V
4 pi p/A: 1.396263 hartree/e
potential at z=9 bohr, slab kernel: 0.347584 hartree/e
potential at z=9 bohr, folded distance: 0.347584 hartree/e
potential at z=9 bohr, isolated layer: 0.698132 hartree/e
charged layer: charge +1 per cell at z=1 bohr, potential at z=4 bohr
  slab kernel: -0.523599 hartree/e
  direct integral: -0.523599 hartree/e
  part from G=0: -0.872665 hartree/e
verified
```
